Pseudocontact Shift from an Anisotropic Susceptibility by Rotational Averaging

A program that computes the dipole field of a paramagnetic ion for one orientation of the molecule generally predicts the wrong shift in solution. In the Nd³⁺ example below, a proton 7 Å from the ion has a paramagnetic shift between −27 and +57 ppm, depending on how the molecule is turned in the magnet. The tumbling molecule shows 2.12 ppm. A program that replaces the susceptibility tensor by its mean also fails: it predicts zero. The correct quantity is the rotational average of the dipolar shielding tensor.

**Result and conventions**

The paramagnetic centre is at the origin and the nucleus at r = rn, where n is a unit vector. The position is fixed in the molecule. The susceptibility χ is a tensor per molecule in SI units, with the dimension of volume. It is defined by the thermal mean moment m in a weak applied field B₀:

m = χB₀/μ₀.

In the principal frame of χ, the nucleus has polar angle θ and azimuth φ. Define

Δχ_ax = χ_zz − (χ_xx + χ_yy)/2,

Δχ_rh = χ_xx − χ_yy.

The pseudocontact shift is then

δ_pc = [Δχ_ax(3cos²θ − 1) + (3/2)Δχ_rh sin²θ cos2φ]/(12πr³).   (1)

It is a fractional frequency change, positive towards higher frequency, measured from the same nucleus in a diamagnetic analogue. Multiplication by 10⁶ gives ppm. The contact shift, caused by spin density at the nucleus, is a separate contribution. The bulk susceptibility shift of the sample is also excluded; a reference compound in the same solution is assumed to remove it.

The tensor χ is symmetric. If F is the electronic free energy in the field, then m_i = −∂F/∂B_i, so χ_ij = −μ₀ ∂²F/∂B_i∂B_j at zero field, and the order of differentiation does not matter.

Use of the mean moment requires electronic relaxation that is fast compared with the nuclear frequency changes caused by the individual electronic states. The derivation below also takes it to be fast compared with molecular rotation, so that the nucleus sees the thermal average appropriate to each orientation. To first order in the added field, the position of the averaged line does not depend on this second assumption. At that order the position is an average over the joint equilibrium distribution of electronic state and orientation, which is the same whatever the relative rates of the two processes. At second order the rates matter. The individual electronic states produce transverse fields at the nucleus, and these shift the line further unless they fluctuate faster than the nucleus precesses. In the example below at 10 T, a model in which electronic state and orientation are randomized together gives an extra shift of about 0.3 ppm for a correlation time of 1 ns, and less than 10⁻⁵ ppm for 1 ps. Electronic relaxation is taken to be fast compared with nuclear precession throughout.

**Field of the point dipole**

Let j(s) be the steady electronic current density, including the equivalent current of the spin magnetization. Its vector potential is

A(r) = (μ₀/4π) ∫ j(s)/|r − s| d³s.

When the currents are confined to a region small compared with r,

1/|r − s| ≈ 1/r + (r·s)/r³.

The first term gives nothing, because ∇·j = 0 and integration by parts gives

∫ j_i d³s = ∫ j·∇s_i d³s = −∫ s_i ∇·j d³s = 0.

The same argument applied to s_i s_k gives ∫(s_i j_k + s_k j_i) d³s = 0. The integral of (r·s)j is therefore minus the integral of s(r·j), and can be replaced by half their difference:

∫ (r·s)j d³s = ½∫ [(r·s)j − s(r·j)] d³s = ½ r × ∫ j × s d³s.

With m = ½∫ s × j d³s, the right side is −r × m = m × r. Hence

A = (μ₀/4π) m × r/r³.

To take the curl, set g = r/r³. For constant m,

∇ × (m × g) = m(∇·g) − (m·∇)g.

Away from the origin, ∇·g = 3/r³ − 3r²/r⁵ = 0. The other derivative is

(m·∇)g = m/r³ − 3r(m·r)/r⁵.

The field at the nucleus is therefore

B₁ = (μ₀/4πr³)[3n(n·m) − m] = μ₀Dm,

D = (3nnᵀ − 1)/(4πr³).   (2)

Here 1 in a tensor equation is the unit tensor. D is symmetric, and its trace is proportional to 3 − 3 = 0.

This step fails when the electronic currents or spin density extend over distances comparable with r. The first neglected term is generally smaller by a factor of order (extent)/r. For a source with j(−s) = −j(s), such as a centred current loop, that term vanishes and the relative error starts at order (extent/r)².

**From the field to a frequency**

Insert m = χB₀/μ₀ into equation (2):

B₁ = DχB₀.

The factors μ₀ cancel. Shielding is defined by B_local = (1 − σ)B₀, so the paramagnetic part is

σ = −Dχ.

Write P = Dχ = −σ for the shift tensor. A product of two symmetric tensors need not be symmetric, so P must not be symmetrized on the grounds that D and χ are symmetric. The diamagnetic shielding would divide the shift by 1 − σ_dia; this relative correction, of order σ_dia, is dropped.

Let b be the field direction in the molecular frame, with B₀ = B₀b. The nuclear frequency is proportional to the magnitude of the local field:

|b + Pb| = √[1 + 2bᵀPb + |Pb|²].

Using √(1 + u) = 1 + u/2 − u²/8 + … and keeping terms through second order in P gives

|b + Pb| − 1 = bᵀPb + ½[|Pb|² − (bᵀPb)²] + ….   (3)

The leading shift is the component of the added field along the applied field. The bracket is the squared transverse component, which enters at second order.

**Rotational average**

In the laboratory the field is fixed and the molecule rotates. A rotation R turns the tensor into RPRᵀ. If the tumbling is fast compared with the angular-frequency spread caused by P, the spectrum has one line at the average frequency. If all orientations are equally likely, the required tensor is

M = ⟨RPRᵀ⟩.

Apply a further fixed rotation Q. The rotations QR are distributed as uniformly as the rotations R, so

QMQᵀ = M.

Choose Q as a half-turn about z. It changes the signs of M_xz, M_zx, M_yz and M_zy, so these must vanish. A half-turn about x likewise removes M_xy and M_yx. Quarter-turns about z and x exchange diagonal elements and make all three equal. Thus M is a number times the unit tensor. Rotation preserves the trace, so the number is one third of Tr P:

⟨RPRᵀ⟩ = (Tr P/3)1.

This holds for a non-symmetric P as well. The leading shift is

δ_pc = −Tr σ/3 = Tr(Dχ)/3.   (4)

Now split χ into its mean χ̄ = Tr χ/3 and a traceless remainder χ′:

Tr(Dχ) = χ̄ Tr D + Tr(Dχ′) = Tr(Dχ′).

An isotropic moment follows the field in every orientation. Its dipole field adds to B₀ for some orientations and opposes it for others, and the uniform average is zero. An anisotropic moment is larger for some field directions than for others, so the cancellation is generally incomplete.

Substituting equation (2) into (4), with Tr(nnᵀχ) = nᵀχn, gives a form that needs no diagonalization:

δ_pc = (3nᵀχn − Tr χ)/(12πr³).   (5)

Here n and χ must be expressed in the same molecular frame.

**Axial and rhombic terms**

In the principal frame χ is diagonal, so

Tr(Dχ) = [χ_xx(3n_x² − 1) + χ_yy(3n_y² − 1) + χ_zz(3n_z² − 1)]/(4πr³).   (6)

Since χ_xx + χ_yy = 3χ̄ − χ_zz, the definition of the axial anisotropy becomes

Δχ_ax = χ_zz − (3χ̄ − χ_zz)/2 = (3/2)(χ_zz − χ̄).

Therefore

χ_zz = χ̄ + (2/3)Δχ_ax.

The mean of the other two components is χ̄ − Δχ_ax/3, and their difference is Δχ_rh:

χ_xx = χ̄ − Δχ_ax/3 + Δχ_rh/2,

χ_yy = χ̄ − Δχ_ax/3 − Δχ_rh/2.

Insert these into the bracket of equation (6). The coefficient of χ̄ is 3(n_x² + n_y² + n_z²) − 3 = 0. The coefficient of Δχ_ax is

(2/3)(3n_z² − 1) − (1/3)(3n_x² + 3n_y² − 2)
= (2/3)(3n_z² − 1) − (1/3)(1 − 3n_z²)
= 3n_z² − 1.

The coefficient of Δχ_rh is

½[(3n_x² − 1) − (3n_y² − 1)] = (3/2)(n_x² − n_y²).

With n_z = cosθ, n_x = sinθ cosφ and n_y = sinθ sinφ, we have n_x² − n_y² = sin²θ cos2φ. The factor 1/3 from rotational averaging and the factor 1/(4πr³) from the dipole field combine to 1/(12πr³). This gives equation (1).

For Δχ_rh = 0 the shift vanishes on the cone 3cos²θ = 1 and changes sign across it. A rhombic term moves this surface. Relabelling the principal axes changes Δχ_ax, Δχ_rh and the angles together, but leaves the trace and the shift unchanged. No ordering of the principal values is needed, provided the coordinates are permuted in the same way.

For r in Å and susceptibilities in units of 10⁻³² m³, the conversion to ppm follows from 10⁻³²/10⁻³⁰ = 10⁻² and 1 ppm = 10⁻⁶:

δ_pc/ppm = [10⁴/(12πr³)] × [Δχ_ax(3cos²θ − 1) + (3/2)Δχ_rh sin²θ cos2φ].

A molar susceptibility must first be divided by the Avogadro constant. In Gaussian units m = χB₀ and the dipole field has no factor 1/(4π), so the denominator 12πr³ becomes 3r³.

**Example: two protons near Nd³⁺**

The ion is restricted to its ground multiplet, L = 6, S = 3/2, J = 9/2. Its Landé factor, with the electron spin factor taken as 2, is

g_J = 1 + (24.75 + 3.75 − 42)/49.5 = 0.727.

With dimensionless angular momentum operators, the model Hamiltonian is

H = D_cf[J_z² − J(J + 1)/3] + E_cf(J_x² − J_y²) + g_J μ_B B·J.

The values D_cf = −4 cm⁻¹ and E_cf = −1 cm⁻¹ are chosen and do not represent a particular complex. At 300 K, differentiation of the thermal moment m = −g_J μ_B⟨J⟩ with respect to the field gives, in units of 10⁻³² m³,

χ_xx = 11.14, χ_yy = 10.18, χ_zz = 12.82.

Hence

Δχ_ax = 12.82 − (11.14 + 10.18)/2 = 2.16,

Δχ_rh = 11.14 − 10.18 = 0.96.

Proton 1 is at (3, 2, 6) Å, so r = 7 Å and 12πr³ = 1.293 × 10⁻²⁶ m³. Its angular factors are

3cos²θ − 1 = 3(36/49) − 1 = 1.204,

sin²θ cos2φ = (9 − 4)/49 = 0.102.

The two contributions are

axial: 2.16 × 10⁻³² × 1.204/(1.293 × 10⁻²⁶) = 2.01 ppm,

rhombic: 1.5 × 0.96 × 10⁻³² × 0.102/(1.293 × 10⁻²⁶) = 0.11 ppm.

Their sum is 2.12 ppm, or 904 Hz for a proton at 10 T.

Proton 2, at (2, 6, 3) Å, has the same distance but angular factors −0.449 and −0.653. Its axial and rhombic parts are −0.75 and −0.73 ppm. The total from the unrounded values is −1.47 ppm, or −628 Hz at 10 T. Here the rhombic term is nearly as large as the axial one, although Δχ_rh is less than half of Δχ_ax.

The restriction to the ground multiplet limits these numbers. Take the whole ⁴I term with a spin–orbit term λL·S that places J = 11/2 about 1900 cm⁻¹ higher, and a ligand field acting on L with the same projection on J = 9/2. Then Δχ_ax falls to about 2.0 and Δχ_rh to about 0.88, and the two shifts become about 1.96 and −1.36 ppm, a change of roughly 8%. A real ligand field also has terms of rank four and six, which the model omits.

For proton 1, the diagonal elements of P are −11.60, −17.84 and 35.81 ppm. One third of their sum is again 2.12 ppm. At fixed orientation the leading shift ranges from −26.7 to 57.1 ppm. Most of this range comes from the mean susceptibility, 11.38 × 10⁻³² m³. Taken alone, it gives the tensor χ̄D, with principal values 2, −1 and −1 times χ̄/(4πr³) = 26.4 ppm. These large values average to zero.

**Where the leading formula fails**

At 10 T the orientation spread for proton 1 is 2.2 × 10⁵ rad/s. Its inverse is about 4.5 μs, so the rotational correlation time must be much shorter than this for the single averaged line assumed here. In slower motion the orientation dependence affects the line shape, and equation (1) is not a complete description of the spectrum.

The magnet also makes some orientations slightly more likely than others. Integrating m = −∂F/∂B gives the orientation-dependent free energy

F(b) = F(0) − B₀² bᵀχb/(2μ₀).

Let a = B₀²/(2μ₀kT), where k is the Boltzmann constant and T the temperature. To first order in a, the normalized weight relative to uniform is 1 + a(bᵀχb − ⟨bᵀχb⟩). The alignment correction is therefore

δ_align = a[⟨(bᵀPb)(bᵀχb)⟩ − ⟨bᵀPb⟩⟨bᵀχb⟩].

The required fourth moments follow from ⟨(v·b)⁴⟩ = |v|⁴/5 for any fixed vector v, since the average of cos⁴ over a sphere is 1/5. A fully symmetric tensor is determined by this quartic form, so

⟨b_i b_j b_k b_l⟩ = (δ_ij δ_kl + δ_ik δ_jl + δ_il δ_jk)/15.

Contracting with four equal vectors v reproduces 3|v|⁴/15 = |v|⁴/5. Because χ is symmetric,

⟨(bᵀPb)(bᵀχb)⟩ = [Tr P Tr χ + 2Tr(Pχ)]/15.

The product of the separate averages is Tr P Tr χ/9. Since 1/15 − 1/9 = −2/45,

δ_align = (2a/15)[Tr(Dχ²) − Tr(Dχ)Tr χ/3].

For proton 1 this is 0.0010 ppm at 10 T and 0.0039 ppm at 20 T. This covers only the paramagnetic tensor P. The same alignment leaves part of the diamagnetic shielding anisotropy unaveraged and adds −(2a/15)Tr(σ_dia χ′), which the diamagnetic analogue does not cancel. With the model χ, an axial anisotropy of 10 ppm gives up to 0.0002 ppm at 10 T and 0.0007 ppm at 20 T, and one of 160 ppm gives up to 0.003 and 0.012 ppm. This term is left out of the totals below.

Saturation enters at the same order in the field. Time reversal makes the thermal moment odd in B₀, so its first nonlinear term is cubic and changes the fractional shift by a term proportional to B₀². In this model the change is −0.0019 ppm at 10 T and −0.0078 ppm at 20 T.

The effect of the transverse term in equation (3) depends on the rate of rotation. Suppose that the molecule turns slowly compared with nuclear precession, though still fast compared with the orientation spread. The spin then follows the local field, and the average of the field magnitude sets the frequency. Using the second and fourth moments, the transverse term averages to

½{Tr(PᵀP)/3 − [(Tr P)² + Tr(PᵀP) + Tr(P²)]/15}.

In this limit it contributes 0.0005 ppm for proton 1. If the molecule instead turns much faster than the nucleus precesses, the spin responds to the averaged field vector, which has no transverse part, and this term disappears. With all three effects included in the slow-rotation limit, diagonalization for each field direction followed by a weighted average gives 2.1228 ppm at 10 T and 2.1199 ppm at 20 T. The linear formula gives 2.1234 ppm; relative to it, the differences are about 0.02% and 0.16%. The corrections have different signs and partly cancel. These figures measure their net effect within the model, not the accuracy of the model for a real complex. The numerical check makes this comparison without using the linear formula to obtain the finite-field moments. A proton at 10 T precesses at 2.7 × 10⁹ rad/s, so a small complex with a rotational correlation time near 100 ps is closer to the fast-rotation limit. There the transverse term is absent and the result is 2.1224 ppm, about 0.05% below the linear formula.

Internal motion needs separate treatment. If the nucleus moves rapidly while χ stays fixed in the molecular frame, the shift must be averaged over the positions. Equation (4) is linear in D, so averaging D first gives the same result. Inserting the mean position into equation (1) is a further approximation, because D is not linear in r. If χ changes with the conformation, the product Dχ must be averaged instead.

Computed values

```
Nd3+ quantum numbers L, S, J: 6, 1.5, 4.5
Lande factor: 0.727273
Temperature: 300 K
Ligand-field D_cf, E_cf: -4.0, -1.0 cm^-1
chi_xx: 11.14037 x 10^-32 m^3
chi_yy: 10.18279 x 10^-32 m^3
chi_zz: 12.82016 x 10^-32 m^3
Mean chi: 11.38111 x 10^-32 m^3
Delta chi_ax: 2.15858 x 10^-32 m^3
Delta chi_rh: 0.95759 x 10^-32 m^3
Proton 1 position: (3, 2, 6) A; r = 7.000 A
  theta: 31.003 degrees
  phi: 33.690 degrees
  3 cos^2(theta)-1: 1.204082
  sin^2(theta) cos(2 phi): 0.102041
  axial part: 2.01002 ppm
  rhombic part: 0.11335 ppm
  pseudocontact shift: 2.12337 ppm
  frequency shift at 10 T: 904.08 Hz
Proton 2 position: (2, 6, 3) A; r = 7.000 A
  theta: 64.623 degrees
  phi: 71.565 degrees
  3 cos^2(theta)-1: -0.448980
  sin^2(theta) cos(2 phi): -0.653061
  axial part: -0.74950 ppm
  rhombic part: -0.72543 ppm
  pseudocontact shift: -1.47493 ppm
  frequency shift at 10 T: -627.99 Hz
Proton 1 shift tensor D chi (= -sigma), rows x, y, z:
   -11.60439     8.67839    32.77837 ppm
     9.49450   -17.83891    21.85224 ppm
    28.48351    17.35678    35.81340 ppm
One third of its trace: 2.12337 ppm
Lowest, highest fixed-orientation shift: -26.7095, 57.0692 ppm
Angular-frequency span at 10 T: 2.2413e+05 rad/s
Proton 1 corrections at 10 T:
  alignment, leading formula: 0.000970 ppm
  alignment, diagonalization: 0.000969 ppm
  saturation: -0.001944 ppm
  full weighted shift: 2.122847 ppm
Proton 1 corrections at 20 T:
  alignment, leading formula: 0.003879 ppm
  alignment, diagonalization: 0.003861 ppm
  saturation: -0.007755 ppm
  full weighted shift: 2.119927 ppm
Transverse second-order term: 4.565e-04 ppm
```
